# Off-Axis Peak of the Longitudinal Piezoelectric Coefficient in 4mm Crystals: a program that tests the result

```python
"""
Result under test: in a 4mm crystal with polar axis z and d33 > 0, the
longitudinal piezoelectric coefficient d(n) = (strain along n)/(field along n)
has its largest value away from z if d31 + d15 > 1.5 d33. When also
d31 + d15 + d33 > 0, it does so only if that inequality holds.
Symbols: A = d31 + d15, B = d33, theta = angle of n from z, phi = azimuth.
Matrix (Voigt) notation: d15 gives the engineering shear strain.
Closed forms: d = cos(theta) (A sin^2 + B cos^2), tan^2(theta*) = 2 - 3B/A.
The independent side uses symmetry averaging, strain projection, searches over
the sphere, and a nonlinear Landau model with electrostriction.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)


def direction(theta, phi):
    theta, phi = np.broadcast_arrays(theta, phi)
    return np.stack([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)], axis=-1)


def matrix_4mm(d31, d15, d33):
    m = np.zeros((3, 6))
    m[0, 4] = m[1, 3] = d15
    m[2, 0] = m[2, 1] = d31
    m[2, 2] = d33
    return m


def longitudinal(n, m):
    """Strain along n for unit field along n, from the six strains."""
    s = n @ m
    x, y, z = n[..., 0], n[..., 1], n[..., 2]
    return (s[..., 0] * x**2 + s[..., 1] * y**2 + s[..., 2] * z**2
            + s[..., 3] * y * z + s[..., 4] * x * z + s[..., 5] * x * y)


def formula(theta, A, B):
    return np.cos(theta) * (A * np.sin(theta)**2 + B * np.cos(theta)**2)


def peak_formula(A, B):
    """Angle and height of the off-axis peak for A > 1.5 B."""
    return (np.arctan(np.sqrt(2 - 3 * B / A)),
            2 * A / 3 * np.sqrt(A / (3 * (A - B))))


theta_grid = np.radians(np.linspace(0, 180, 3601))
phi_grid = np.radians(np.arange(0, 91, 15))
sphere = direction(theta_grid[:, None], phi_grid[None, :])


def sphere_peak(d31, d15, d33):
    values = longitudinal(sphere, matrix_4mm(d31, d15, d33))
    row = np.unravel_index(np.argmax(values), values.shape)[0]
    return np.degrees(theta_grid[row]), values.max()


# --- Symmetry: average a random third-rank tensor over the eight operations
raw = rng.normal(size=(3, 3, 3))
raw = raw + raw.transpose(0, 2, 1)
quarter = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1.0]])
mirror = np.diag([-1.0, 1, 1])
group = [np.linalg.matrix_power(quarter, k) @ g
         for k in range(4) for g in (np.eye(3), mirror)]
mean = sum(np.einsum('ai,bj,ck,ijk->abc', g, g, g, raw) for g in group) / 8
pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
voigt = np.array([[mean[i, j, k] * (1 if j == k else 2) for j, k in pairs]
                  for i in range(3)])
expected = matrix_4mm(voigt[2, 0], voigt[0, 4], voigt[2, 2])
assert np.allclose(voigt, expected, atol=1e-13)
assert min(abs(voigt[2, 0]), abs(voigt[0, 4]), abs(voigt[2, 2])) > 1e-3
# Full tensor contraction agrees with projected engineering strains.
contracted = np.einsum('...i,...j,...k,ijk->...', sphere, sphere, sphere, mean)
assert np.allclose(contracted, longitudinal(sphere, voigt), atol=1e-12)
assert np.allclose(contracted, formula(theta_grid, voigt[2, 0] + voigt[0, 4],
                                       voigt[2, 2])[:, None], atol=1e-12)

# --- Criterion against searches over the whole sphere
n_off = n_on = n_second = 0
for _ in range(400):
    b = rng.uniform(0.2, 1.0)
    t31, t15 = rng.uniform(-2, 2, size=2)
    ratio = (t31 + t15) / b
    if abs(ratio - 1.5) < 0.01 or abs(ratio + 3) < 0.01:
        continue  # finite angular grid cannot resolve the exact boundary
    angle, height = sphere_peak(t31, t15, b)
    off_axis = angle > 0.1
    if t31 + t15 + b > 0:
        assert off_axis == (ratio > 1.5)
        n_off += off_axis
        n_on += not off_axis
    else:
        assert off_axis == (ratio < -3)
        n_second += off_axis
    if ratio > 1.5:
        t_star, d_star = peak_formula(t31 + t15, b)
        assert abs(angle - np.degrees(t_star)) < 0.06
        assert abs(height / d_star - 1) < 1e-5
        assert angle < np.degrees(np.arctan(np.sqrt(2)))
assert min(n_off, n_on, n_second) > 10
for ratio, off_axis in [(1.49, False), (1.5, False), (1.51, True),
                        (-2.99, False), (-3.01, True)]:
    assert (sphere_peak(0, ratio, 1)[0] > 0.1) == off_axis
jump_angle = sphere_peak(0, -3.001, 1)[0]
assert abs(jump_angle - 120) < 0.1

# Curvature at the axis and quartic fall at equality, by direct projection.
h = 1e-3
for A in (0.7, 1.5, 2.6):
    near = longitudinal(direction(h, 0.3), matrix_4mm(-0.2, A + 0.2, 1))
    assert abs((near - 1) / h**2 - (A - 1.5)) < 1e-5
h = 0.03
near = longitudinal(direction(h, 0.3), matrix_4mm(-0.2, 1.7, 1))
assert abs((1 - near) / h**4 - 3 / 8) < 1e-3

# --- Worked example: rough values for a soft tetragonal perovskite
d33, d31, d15 = 90.0, -30.0, 500.0                # pm/V
Ps = 0.26                                       # C/m^2
eps33, eps11 = 150.0, 3000.0                    # relative permittivities
chi33, chi11 = epsilon_0 * eps33, epsilon_0 * eps11
A, B = d31 + d15, d33
theta_star, d_star = peak_formula(A, B)
example = matrix_4mm(d31, d15, d33)
searched_angle, searched_height = sphere_peak(d31, d15, d33)
assert abs(searched_angle - np.degrees(theta_star)) < 0.06
assert abs(searched_height / d_star - 1) < 1e-5

# --- Landau model: quartic energy, reduced polarization p = P/Ps
# Electrostriction and Landau coefficients follow from the inputs above.
Q11 = d33 * 1e-12 / (2 * chi33 * Ps)
Q12 = d31 * 1e-12 / (2 * chi33 * Ps)
Q44 = d15 * 1e-12 / (chi11 * Ps)
b = Ps / (2 * chi33)
c = b + Ps / chi11


def polarization(field, start):
    p = np.array(start, dtype=float)
    for _ in range(60):
        others = p @ p - p**2
        grad = -b * p + b * p**3 + c * p * others - field
        hess = 2 * c * np.outer(p, p)
        np.fill_diagonal(hess, -b + 3 * b * p**2 + c * others)
        step = np.linalg.solve(hess, grad)
        p -= step
        if np.max(abs(step)) < 1e-14:
            break
    assert np.max(abs(step)) < 1e-12
    assert np.linalg.eigvalsh(hess)[0] > 0      # a locally stable state
    return p


def energy(p, field):
    sq = p**2
    cross = sq[0] * sq[1] + sq[1] * sq[2] + sq[0] * sq[2]
    return Ps * (-b / 2 * sq.sum() + b / 4 * (sq**2).sum()
                 + c / 2 * cross - field @ p)


def strain_along(n, p):
    P = Ps * p
    n2, P2 = n**2, P**2
    normal = Q11 * (n2 @ P2) + Q12 * (n2.sum() * P2.sum() - n2 @ P2)
    shear = Q44 * sum(n[i] * n[j] * P[i] * P[j]
                      for i, j in ((0, 1), (0, 2), (1, 2)))
    return normal + shear


z_axis, x_axis = np.array([0, 0, 1.0]), np.array([1.0, 0, 0])


def landau_slope(theta, phi, E=1e3):
    n = direction(theta, phi)
    plus = strain_along(n, polarization(E * n, z_axis))
    minus = strain_along(n, polarization(-E * n, z_axis))
    return (plus - minus) / (2 * E) * 1e12      # pm/V


def landau_secant(theta, phi, E):
    n = direction(theta, phi)
    change = (strain_along(n, polarization(E * n, z_axis))
              - strain_along(n, z_axis))
    return change / E * 1e12                    # pm/V


diagonal = np.pi / 4
for t in np.radians([0, 20, 45, 70]):
    for ph in (0, diagonal):
        assert abs(landau_slope(t, ph) / formula(t, A, B) - 1) < 1e-4
best = minimize_scalar(lambda t: -landau_slope(t, diagonal),
                       bounds=np.radians([20, 85]), method='bounded',
                       options={'xatol': 1e-7})
assert abs(np.degrees(best.x - theta_star)) < 0.02

kV_cm = 1e5                                     # V/m
E_work = 1.0 * kV_cm
n_diag = direction(theta_star, diagonal)
p_work = polarization(E_work * n_diag, z_axis)
rotation = np.degrees(np.arctan2(np.hypot(p_work[0], p_work[1]), p_work[2]))
nonlinear = {}
for E in (1, 10):
    secant = landau_secant(theta_star, diagonal, E * kV_cm)
    nonlinear[E] = 100 * (secant / d_star - 1)
assert abs(nonlinear[1]) < abs(nonlinear[10])
best10 = minimize_scalar(lambda t: -landau_secant(t, diagonal, 10 * kV_cm),
                         bounds=np.radians([20, 85]), method='bounded')

# Positive gap: the original [001] domain has the lower energy.
gap, gap_linear = {}, {}
for name, ph in (('0', 0.0), ('45', diagonal)):
    n = direction(theta_star, ph)
    field = E_work * n
    gap[name] = (energy(polarization(field, x_axis), field)
                 - energy(polarization(field, z_axis), field)) / 1e3
    gap_linear[name] = Ps * E_work * (n[2] - n[0]) / 1e3
    assert abs(gap[name] / gap_linear[name] - 1) < 0.2
assert gap['0'] < 0 < gap['45']
# The 45 degree crossing occurs at A = 3B, found from sphere searches.
assert sphere_peak(0, 2.95, 1)[0] < 45 < sphere_peak(0, 3.05, 1)[0]

# --- Printed results
print(f"d33, d31, d15 = {d33:.0f}, {d31:.0f}, {d15:.0f} pm/V")
print(f"A = d31 + d15 = {A:.0f} pm/V")
print(f"threshold 1.5 d33 = {1.5 * B:.0f} pm/V")
print(f"ratio A/d33 = {A / B:.3f}")
print(f"d15 at threshold = {1.5 * B - d31:.0f} pm/V")
print(f"tan^2(theta*) = {2 - 3 * B / A:.4f}")
print(f"cos(theta*) = {np.cos(theta_star):.4f}")
print(f"peak angle, formula = {np.degrees(theta_star):.2f} deg")
print(f"peak angle, sphere search = {searched_angle:.2f} deg")
print(f"peak angle, Landau slope = {np.degrees(best.x):.2f} deg")
print(f"peak coefficient, formula = {d_star:.2f} pm/V")
print(f"peak coefficient, search = {searched_height:.2f} pm/V")
print(f"gain over polar axis = {d_star / B:.3f}")
for deg in (0, 15, 30, 45, 60, 75, 90):
    value = longitudinal(direction(np.radians(deg), 0.0), example)
    print(f"d at {deg} deg = {abs(value) if deg == 90 else value:.1f} pm/V")
print(f"limiting peak angle = {np.degrees(np.arctan(np.sqrt(2))):.2f} deg")
for ratio in (-4, -2, 1, 1.5, 2, 3):
    ang, height = sphere_peak(0, ratio, 1)
    print(f"A/d33 = {ratio}: peak {ang:.2f} deg, d/d33 = {height:.3f}")
print(f"angle just past A = -3 d33: {jump_angle:.2f} deg")
print(f"random cases, positive sum: {n_off} off axis, {n_on} on axis")
print(f"random cases, second window: {n_second} off axis")
stiff = (-20.0, 60.0, 80.0)
ang, height = sphere_peak(*stiff)
print("stiff case d33, d31, d15 = "
      f"{stiff[2]:.0f}, {stiff[0]:.0f}, {stiff[1]:.0f} pm/V")
print(f"stiff case peak: {ang:.2f} deg, {height:.1f} pm/V")
thickness = 0.5e-3
voltage = E_work * thickness
print(f"plate: {thickness * 1e3:.1f} mm, {E_work / kV_cm:.0f} kV/cm, "
      f"{voltage:.0f} V")
print(f"stroke, best cut = {d_star * voltage / 1e3:.2f} nm")
print(f"stroke, polar cut = {B * voltage / 1e3:.2f} nm")
print(f"polarization = {Ps * 100:.0f} uC/cm2")
print(f"relative permittivity 33, 11 = {eps33:.0f}, {eps11:.0f}")
print(f"Q11, Q12, Q44 = {Q11:.4f}, {Q12:.4f}, {Q44:.4f} m4/C2")
print(f"polarization rotation at 1 kV/cm = {rotation:.3f} deg")
for E in (1, 10):
    print(f"nonlinear change of d at {E} kV/cm = {nonlinear[E]:.2f} %")
print(f"best angle at 10 kV/cm = {np.degrees(best10.x):.2f} deg")
for name in ('0', '45'):
    print(f"E[100]-E[001], phi={name} deg: {gap[name]:.2f} kJ/m3 "
          f"(linear {gap_linear[name]:.2f})")
for factor in (0.8, 1.2):
    t, d = peak_formula(d31 + factor * d15, B)
    print(f"d15 x {factor}: peak {np.degrees(t):.2f} deg, {d:.1f} pm/V")
print("every check passed")
```

It prints:

```
d33, d31, d15 = 90, -30, 500 pm/V
A = d31 + d15 = 470 pm/V
threshold 1.5 d33 = 135 pm/V
ratio A/d33 = 5.222
d15 at threshold = 165 pm/V
tan^2(theta*) = 1.4255
cos(theta*) = 0.6421
peak angle, formula = 50.05 deg
peak angle, sphere search = 50.05 deg
peak angle, Landau slope = 50.05 deg
peak coefficient, formula = 201.19 pm/V
peak coefficient, search = 201.19 pm/V
gain over polar axis = 2.235
d at 0 deg = 90.0 pm/V
d at 15 deg = 111.5 pm/V
d at 30 deg = 160.2 pm/V
d at 45 deg = 198.0 pm/V
d at 60 deg = 187.5 pm/V
d at 75 deg = 115.1 pm/V
d at 90 deg = 0.0 pm/V
limiting peak angle = 54.74 deg
A/d33 = -4: peak 121.10 deg, d/d33 = 1.377
A/d33 = -2: peak 0.00 deg, d/d33 = 1.000
A/d33 = 1: peak 0.00 deg, d/d33 = 1.000
A/d33 = 1.5: peak 0.00 deg, d/d33 = 1.000
A/d33 = 2: peak 35.25 deg, d/d33 = 1.089
A/d33 = 3: peak 45.00 deg, d/d33 = 1.414
angle just past A = -3 d33: 120.00 deg
random cases, positive sum: 124 off axis, 132 on axis
random cases, second window: 69 off axis
stiff case d33, d31, d15 = 80, -20, 60 pm/V
stiff case peak: 0.00 deg, 80.0 pm/V
plate: 0.5 mm, 1 kV/cm, 50 V
stroke, best cut = 10.06 nm
stroke, polar cut = 4.50 nm
polarization = 26 uC/cm2
relative permittivity 33, 11 = 150, 3000
Q11, Q12, Q44 = 0.1303, -0.0434, 0.0724 m4/C2
polarization rotation at 1 kV/cm = 0.445 deg
nonlinear change of d at 1 kV/cm = -0.90 %
nonlinear change of d at 10 kV/cm = -7.90 %
best angle at 10 kV/cm = 60.77 deg
E[100]-E[001], phi=0 deg: -3.22 kJ/m3 (linear -3.24)
E[100]-E[001], phi=45 deg: 2.59 kJ/m3 (linear 2.60)
d15 x 0.8: peak 48.42 deg, 163.7 pm/V
d15 x 1.2: peak 51.01 deg, 239.1 pm/V
every check passed
```
